Exact Dirac traces with γ5 from bit masks

**What symmetry fixes, and what it leaves open**

A tree-level QED rate leads to traces of products such as a̸₁a̸₂…a̸ₙ, with or without γ5. Here a̸ = a_μγ^μ, the metric is (+,−,−,−), and

γ^μγ^ν + γ^νγ^μ = 2g^{μν},  γ5 = iγ^0γ^1γ^2γ^3.

Much of the answer follows before any calculation. A Lorentz transformation of the vectors can be undone by a similarity transformation of the matrices, which drops out of a trace. The trace is therefore an invariant, linear in each vector. For proper Lorentz transformations such invariants are built from scalar products a·b and the tensor ε^{μνρσ}, for which I take ε^{0123} = +1. Conjugation by γ^0 reverses the spatial gammas and changes the sign of γ5. Without γ5 the trace is thus even under space reflection and needs no ε; with one γ5 it is odd and carries one ε. Finally, γ5 anticommutes with every γ^μ and has unit square, so inserting γ5γ5 and carrying one factor around the trace gives (−1)^n times the same trace: odd n gives zero.

For four vectors this leaves three products of scalar products in one case and a single number times ε in the other. For long strings it leaves many invariants, too many to write out one by one.

**The naive scheme and its failure**

Let n be even. Move a̸₁ to the right with a̸₁a̸ₖ = 2a₁·aₖ − a̸ₖa̸₁. Each step leaves a shorter trace and a minus sign on the rest. After n − 1 steps the remainder is −tr(a̸₂…a̸ₙa̸₁), which by cyclicity is −tr(a̸₁…a̸ₙ). Taking it to the left side and halving,

tr(a̸₁…a̸ₙ) = Σ_{k=2}^{n} (−1)^k (a₁·aₖ) tr(the other n−2 factors).

The first step has n − 1 terms, the next n − 3, and so on, so a full expansion has (n−1)(n−3)…1 terms. At lengths 4, 6, 8 and 10 that is 3, 15, 105 and 945. The formula is right, but its full expansion keeps every pairing separate, although for given numerical vectors nobody needs them separately. The signed sum is a Pfaffian, which elimination can evaluate in a number of steps proportional to n³. The scheme below has linear cost and also covers γ5 and masses.

The opposite choice is to multiply explicit 4×4 matrices. Its cost is already linear in n, so linearity alone is no reason to look further. What it does wrong is milder: it needs a representation, the Dirac and Weyl ones bring in complex entries even for real vectors (the Majorana one avoids this, since there iγ^μ is real), and a single entry generally mixes parts of different kinds. In the Dirac representation, for example, the unit matrix and γ^0 share the diagonal. The aim is to keep the linear cost and store these parts separately.

**Sixteen products instead of sixteen entries**

The natural building blocks are the antisymmetrized products

γ^{[μ₁}…γ^{μₖ]} = (1/k!) Σ_P sgn(P) γ^{μ_P(1)}…γ^{μ_P(k)}.

In an orthonormal frame, different gammas anticommute. Each permuted product then equals sgn(P) times the ordered one. The two signs cancel, the k! equal terms cancel the prefactor, and the antisymmetrized product is simply the ordered product. This fails for skew vectors, where a̸b̸ = a·b + ½(a̸b̸ − b̸a̸) has a scalar part as well. The scheme therefore expands every vector in one orthonormal frame first.

An ordered product is specified by which gammas occur. That is four yes-or-no answers, hence a mask A from 0 to 15, with bit m standing for γ^m. Mask 0 is the unit matrix and mask 5 is γ^0γ^2. I write e_A for the product with indices ascending from left to right.

To find e_A e_B, take the gammas of B one at a time, smallest index first. A factor γ^j moving left must pass every γ^i of A with i > j, and each passage gives −1. It does not pass gammas inserted earlier from B, since they have smaller indices. If A contains no γ^j, the factor stays where it arrives. If A does contain it, the two meet and give g^{jj}, which is +1 for j = 0 and −1 otherwise. An index present in both masks disappears and an index present in one survives, which is exclusive-or:

e_A e_B = s(A,B) e_{A xor B},

s(A,B) = (−1)^{w+r},

w = number of pairs i in A, j in B with i > j,
r = number of shared spatial indices.

The pairs can be counted without a loop over indices. Shifting A right by k moves bit j+k to position j, so (A>>k)&B has bit j set when A contains j+k and B contains j. Therefore

w = Σ_{k=1}^{3} popcount((A>>k)&B),

where popcount is the number of set bits.

Take A = 1101 and B = 0110 in binary, with bit 0 on the right. They stand for γ^0γ^2γ^3 and γ^1γ^2. The three shifts give overlaps 0110, 0010 and 0000, so w = 2 + 1 + 0 = 3. The shared index 2 gives r = 1. The sign is (−1)^4 = +1, the remaining mask is 1011, and

(γ^0γ^2γ^3)(γ^1γ^2) = γ^0γ^1γ^3.

By hand: γ^1 passes two gammas with no net sign, γ^2 passes γ^3 with a minus sign, and (γ^2)² = −1 supplies the other.

**Giving γ5 a mask of its own**

The factor i in γ5 threatens to make the coefficients complex. But i commutes with everything and squares to −1, so it can be a fifth bit, of value 16, which takes no part in the swap count and counts as one more negative square:

r = popcount(A & B & 30).

The number 30 selects the three spatial bits and the bit of i; w still uses the lowest four bits. All coefficients are now real, and γ5 is mask 31 with coefficient 1. Its square has w = 6, because each pair among four indices is counted once, and r = 4. The sign is (−1)^{10} = +1, hence γ5² = 1. All 1024 products of the 32 masks were tested against explicit integer matrices.

**Reading off the trace**

Let e_A have k gammas, with A between 1 and 15. Moving γ^i through e_A gives (−1)^k if i is absent from A, and (−1)^{k−1} if it is present, because γ^i commutes with itself. For even k choose an index that is present. For odd k choose one that is absent, which is possible because k is at most 3. In both cases γ^i e_A = −e_A γ^i, and so

tr e_A = tr((γ^i)^{−1}γ^i e_A) = −tr((γ^i)^{−1}e_A γ^i) = −tr e_A = 0.

Only the unit matrix and i times it have a trace. If X_A is the coefficient of mask A in a product X, then

tr X = 4(X_0 + iX_16).

With γ5, mask 15 becomes important. The product e_15γ5 leaves mask 16, with w = 6 and r = 3, so its sign is −1:

tr(e_15γ5) = −4i.

Any other mask below 16, multiplied by γ5, leaves at least one gamma and hence no trace. For four gammas a repeated index removes a pair and cannot give mask 15, while a permutation of 0123 gives its sign. Hence

tr(γ5γ^μγ^νγ^ργ^σ) = −4i ε^{μνρσ}.

This is the number that symmetry left open. Contracting with four vectors gives −4i times the determinant of their lower components. Lowering three spatial columns changes the sign of that determinant, so in terms of upper components

tr(γ5a̸b̸c̸d̸) = 4i det(a,b,c,d).

**The algorithm and its cost**

In the frame, a vector is

a̸ = a^0γ^0 − a^1γ^1 − a^2γ^2 − a^3γ^3.

Start with coefficient 1 on mask 0. For each factor, multiply every stored coefficient by every coefficient of the factor, apply the sign, and add the result at the exclusive-or of the masks. After the last factor read masks 0 and 16. The terms that the pairing expansion keeps apart are merged as soon as they share a mask.

For a string of real slashed vectors the state has definite parity. The even masks are the scalar, six products of two gammas and e_15: eight in all. There are eight odd masks too. The first factor costs 1×4 = 4 multiplications. The second meets four masks and costs 16. The third meets seven, since e_15 is not yet present, and costs 28. Every later factor costs 8×4 = 32. For n ≥ 3 the total is

4 + 16 + 28 + 32(n − 3) = 32n − 48.

At n = 10 this is 272 and at n = 200 it is 6352, the numbers of multiplications actually counted. Masses mix the two parities and γ5 can fill the masks containing i, but a factor a̸ + m has five coefficients and the state has at most 32, so 160 multiplications bound its cost.

Linear here means the number of multiplications. The integers themselves grow. If no component exceeds 9 in size, each new vector multiplies the sum of the absolute values of all coefficients by at most 4×9 = 36, so their length in bits grows at most linearly. In the random strings examined, the largest coefficient had 325 bits at n = 100 and 652 at n = 200. Multiplying a number of length proportional to k by one of fixed length takes time proportional to k, and summing over k = 1…n gives a bit cost proportional to n². Rational components are best scaled to integers first, so that common denominators do not have to be found at every step.

Here is a short string in full:

a = (2,1,0,1), b = (1,0,2,1),
c = (3,1,1,0), d = (1,2,0,2).

The first state is a̸ = 2γ^0 − γ^1 − γ^3. Multiplying by b̸ = γ^0 − 2γ^2 − γ^3 gives the scalar 2·1 − 1·1 = 1, where the second term contains (γ^3)² = −1. The coefficient of γ^0γ^3 is −2 from γ^0 times γ^3, and +1 from reordering −γ^3γ^0, together −1. The other coefficients follow in the same way:

a̸b̸ = 1 + γ^0γ^1 − 4γ^0γ^2 + 2γ^1γ^2 − γ^0γ^3 + γ^1γ^3 − 2γ^2γ^3.

After c̸ and d̸ the scalar coefficient is 4 and that of mask 15 is 9. Therefore

tr(a̸b̸c̸d̸) = 4·4 = 16,
tr(a̸b̸c̸d̸γ5) = −4i·9 = −36i.

Both agree with the invariant formulas. The pairings give

(a·b)(c·d) − (a·c)(b·d) + (a·d)(b·c)
= 1·1 − 5·(−1) + (−2)·1 = 4,

and the determinant is −9, so that 4i det = −36i. One state has served both traces. As a broader test, 63 random strings with masses and γ5 insertions, the longest with 60 random factors besides the γ5, agreed with exact matrix products.

**Why not floating point?**

The γ5 trace of four vectors measures an oriented volume. If the vectors are nearly parallel and have large components along all four axes, that volume is a small remainder of large products. Let every component be N = 10^12 plus an integer between 0 and 7. The determinant has no terms in N², N³ or N⁴: subtracting one row from the others removes N from all rows but one. For the offsets listed in the numerical output, the exact trace is

i × 336000000000764,

of order N as expected. The same mask algorithm in double precision returns about −4.8×10^21 i, with the wrong sign and too large by seven orders of magnitude.

The size of this error can be estimated. Products of two components are near 10^24, where neighbouring double-precision numbers lie about 10^8 apart. A rounding error of that order in the two-gamma part of a̸b̸ is later multiplied by differences c_i d_j − c_j d_i. Writing the components as N + s_i and N + t_j, such a difference is N(s_i + t_j − s_j − t_i) plus a small integer, and with the present offsets it reaches 10N = 10^13 in size. With the 4 from the trace, this source gives an error of order 4×10^21. The third factor adds one of similar size: two-gamma coefficients up to 4N times components near N give products near 4×10^24, where doubles lie about 5×10^8 apart, and multiplying by N and by 4 gives about 2×10^21. The observed error has this order of magnitude. The size of the loss depends on the algorithm: evaluating 4i det by elimination in double precision, which subtracts rows first, is off by only about 10⁻⁴ in relative terms for these vectors. Integer arithmetic has no such error, whatever the cancellation.

**Repeated indices**

A pair γ^μ…γ_μ around a finished product does not require a new sum. Since γ_m = g_{mm}γ^m, each value m gives g_{mm}γ^m e_A γ^m. Moving the left gamma through e_A, with k gammas, and using g_{mm}(γ^m)² = 1, gives (−1)^k for the 4 − k absent indices and (−1)^{k−1} for the k present ones:

γ^μ e_A γ_μ = [(4 − k)(−1)^k + k(−1)^{k−1}] e_A = (−1)^k(4 − 2k) e_A.

For k = 0 to 4 the factors are 4, −2, 0, 2, −4. Nested pairs are handled from the inside outwards: compute the inner product, rescale it by grade, and use it as one factor. Pairs that cross have no completed inner product. They can be summed explicitly, and within a group of interlocking pairs each index summed in this way multiplies the work on that group by up to 4. A group that closes before the next one begins can be summed on its own and then used as one factor. The cost therefore stays linear in the length of the string as long as the number of pairs in each group is bounded. The masks also assume four dimensions. In dimensional regularization the number of gammas is not a fixed integer, and the scheme does not apply.

**A polarized electron on a fixed charge**

Helicity projectors put γ5 into a physical rate. Consider an electron scattered by a fixed, point-like, spinless charge Z, to lowest order in the Coulomb potential, without screening, recoil or radiation. I use atomic units, but keep the electron mass m visible. Spinors are normalized to ūu = 2mc, so that u†u = 2E/c. For helicity h = ±1 along the unit vector n,

uū = (p̸ + mc)(1 + γ5s̸)/2,
s = h(|p|/(mc), E n/(mc²)).

The first factor is the sum over both spin states. To see that the second selects one, start at rest with s = (0,hn), where γ^0u = u. The spin matrices are Σ^k = γ5γ^0γ^k. On u they act as −γ5γ^kγ^0 = −γ5γ^k, and s̸ = −h n·γ, so γ5s̸u = h(Σ·n)u. A boost along n does not change the spin component along n and turns s into the vector above. Because s·p = 0, the matrix γ5s̸ commutes with p̸; because s² = −1, its square is −s̸s̸ = 1. Hence (1 + γ5s̸)/2 is a projector compatible with the Dirac equation.

The Coulomb potential enters with γ^0. Since (ū′γ^0u)* = (u′†u)* = u†u′ = ūγ^0u′,

T = |ū′γ^0u|² = tr[u′ū′γ^0uūγ^0].

A two-component calculation predicts its value. With χ the two-component helicity state, the upper and lower halves of u are √(E/c + mc) χ and h√(E/c − mc) χ. Thus

u′†u = χ′†χ [(E/c + mc) + hh′(E/c − mc)].

The bracket is 2E/c for equal helicities and 2mc for opposite ones. For scattering angle θ, |χ′†χ|² is cos²(θ/2) and sin²(θ/2) respectively, so

T(no flip) = 4(E/c)² cos²(θ/2),
T(flip) = 4m²c² sin²(θ/2).

Choose E = 5mc²/4, hence |p| = 3mc/4, and cosθ = 3/5. All vector components are then rational in units of mc. With cos²(θ/2) = 4/5 and sin²(θ/2) = 1/5,

T(no flip) = 4·(25/16)·(4/5) m²c² = 5m²c²,
T(flip) = 4·(1/5) m²c² = (4/5)m²c².

The mask algorithm returns these same fractions. They were also tested against spinors obtained by diagonalizing the Dirac Hamiltonian. The sum is T = (29/5)m²c², and the helicity flips in 4/29 of the scattered electrons at this angle, about 14 percent.

In the slow limit E → mc², the flip fraction becomes sin²(θ/2). The spin then keeps its direction in space while the momentum turns away from it. In the fast limit at fixed θ < π, the flip fraction falls as (mc²/E)² tan²(θ/2). At θ = π only the flip survives, at any energy: the spin component along the axis is conserved while the momentum reverses.

Summing over the final helicity leaves a trace with one γ5. Its terms with four vectors contain the time direction of γ^0 twice, so ε makes them vanish; the remaining terms have an odd number of vectors. At this order the summed rate does not depend on the initial spin.

For the cross section, the Coulomb transform is −4πZ/q², with q the momentum transfer. Unit-normalized spinors have squared overlap T/(2E/c)² = c²T/(4E²). The density of final states per unit energy and solid angle is p²/((2π)³v), with v = dE/dp = c²p/E. The golden rule, divided by the incident flux v, gives

dσ/dΩ = 2π (16π²Z²/q⁴) (c²T/(4E²)) p²/((2π)³v²).

The numerical factors 32π³/(8π³) give 4, and p²/v² = E²/c⁴, so

dσ/dΩ = Z²T/(c²q⁴).

For slow electrons T → 4c² with m = 1, which gives the Rutherford result 4Z²/q⁴. In the example Z = 1 and

q² = 2p²(1 − cosθ) = 2·(9/16)·(2/5) m²c² = (9/20)m²c².

With c = 137.036,

dσ/dΩ = (29/5)/[(9/20)²c⁴] = 8.12×10⁻⁸ bohr²/sr = 2.27×10⁻⁸ Å²/sr.

The kinetic energy is mc²/4, or 510999/4 eV ≈ 127750 eV, and the de Broglie wavelength is 0.0324 Å. A golden-rule calculation with a numerical Coulomb integral gives 0.99995 of this cross section. The difference comes from that integral: screening makes it 1/(1 + η²), and extrapolation from η = 0.05 and 0.10 leaves an error near −4(0.05)⁴ = −2.5×10⁻⁵, which doubles on squaring.

The expansion parameter of the Coulomb potential, Zα/(v/c) with α = 1/c, is 0.012 here. It is small, yet higher orders already change the third digit of the cross section, which therefore belongs to the model: the exact partial-wave (Mott) solution for the same point charge is 0.37 percent larger, about 8.15×10⁻⁸ bohr²/sr, with flip fraction 0.1374 instead of 0.1379. The parameter grows for heavy charges and for slow electrons, and the first-order derivation above then no longer justifies the formulas by itself. The two cases end differently. At the same speed and angle the exact cross section exceeds the lowest-order one by about 6 percent for Z = 13 and 43 percent for Z = 79. For slow electrons on Z = 1 the excess shrinks instead, to 0.06 percent at v/c = 0.1 and 0.009 percent at v/c = 0.01, as the result approaches Rutherford's formula. The fractions 5, 4/5 and 4/29 are exact values within the lowest-order model; exact arithmetic removes rounding errors, not the approximations of the physics.

Table of computed values

```
mask products checked (count): 1024
random strings checked (count): 63
sample masks A, B (binary): 1101 0110
A xor B (binary): 1011
swaps, negative squares, sign: 3 1 1
contraction factor by grade: {0: 4, 1: -2, 2: 0, 3: 2, 4: -4}
vector a (dimensionless): (2, 1, 0, 1)
  state {mask: coefficient}: {1: 2, 2: -1, 8: -1}
vector b (dimensionless): (1, 0, 2, 1)
  state {mask: coefficient}: {0: 1, 3: 1, 5: -4, 6: 2, 9: -1, 10: 1, 12: -2}
vector c (dimensionless): (3, 1, 1, 0)
  state {mask: coefficient}: {2: -2, 4: 9, 7: 1, 8: 4, 11: 2, 13: -7, 14: 3}
vector d (dimensionless): (1, 2, 0, 2)
  state {mask: coefficient}: {0: 4, 3: 6, 5: -25, 6: 25, 9: -8, 10: 14, 12: -19, 15: 9}
trace abcd (real, imag): (16, 0)
trace abcd gamma5 (real, imag): (0, -36)
determinant of a,b,c,d: -9
n=10: multiplications 272, largest coefficient 34 bits
n=50: multiplications 1552, largest coefficient 161 bits
n=100: multiplications 3152, largest coefficient 325 bits
n=200: multiplications 6352, largest coefficient 652 bits
pairing terms by length: {4: 3, 6: 15, 8: 105, 10: 945}
large-vector base N: 1000000000000
large-vector offsets: [[0, 1, 2, 3], [1, 3, 0, 2], [2, 0, 1, 5], [3, 2, 7, 1]]
large gamma5 trace, exact imag: 336000000000764
large gamma5 trace, double imag: -4.831888e+21
E/(m c^2), p/(m c): 5/4 3/4
cos(theta), sin(theta): 3/5 4/5
T no flip (m^2 c^2): 5
T flip (m^2 c^2): 4/5
T summed (m^2 c^2): 29/5
flip fraction (exact): 4/29
flip fraction (decimal): 0.137931
q^2 (m^2 c^2): 9/20
speed of light (atomic units): 137.035999
electron rest energy (eV): 510998.95
kinetic energy (eV): 127749.74
de Broglie wavelength (angstrom): 0.032351
Z alpha / (v/c): 0.01216
cross section (bohr^2/sr): 8.122024e-08
cross section (angstrom^2/sr): 2.274398e-08
golden rule / trace formula: 0.999951
```
